# Coupled-Cluster Cauchy Moments by Recursion and Padé Approximants for the Polarizability

## Result

Let $|CC\rangle=e^{T}|R\rangle$ with $T=\sum_\mu t_\mu\tau_\mu$ be a coupled-cluster ground state, $A$ its Jacobian, and $\xi$, $\eta$, $F$ the dipole vectors and second-derivative matrix defined below. Solve

$$A\,C_0=-\xi,\qquad A\,C_n=C_{n-1}\quad(n\ge1). \tag{1}$$

The Cauchy moments are

$$S(-2k-2)=-\frac{m_e\hbar^{2k}}{e^2}\Big[2\,\eta\cdot C_{2k}+\sum_{n=0}^{2k}(-1)^n\,C_n\cdot F\,C_{2k-n}\Big], \tag{2}$$

and, for $|\omega|$ below the first dipole-active pole,

$$\alpha(\omega)=\frac{e^2}{m_e}\sum_{k\ge0}S(-2k-2)\,\omega^{2k}. \tag{3}$$

Padé approximants in $\omega^2$, built from the same moments, can speed up convergence below the pole and extend the result to imaginary frequencies where (3) diverges; bounds on their error are derived below only for real poles with positive strengths.

## Definitions and assumptions

$|R\rangle$ is the reference determinant. The excitation operators $\tau_\mu$ commute with each other, and $|\mu\rangle=\tau_\mu|R\rangle$ are orthonormal. The set may be truncated. Orbitals are real and do not respond to the field. A bar denotes $e^{-T}(\dots)e^{T}$ with ground-state amplitudes, which satisfy $\langle\mu|\bar H|R\rangle=0$. With $d$ the dipole component along the field,

$$\xi_\mu=\langle\mu|\bar d|R\rangle,\quad A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|R\rangle,\quad \eta_\nu=\langle\Lambda|[\bar d,\tau_\nu]|R\rangle,$$

$$F_{\mu\nu}=\langle\Lambda|[[\bar H,\tau_\mu],\tau_\nu]|R\rangle,\qquad \langle\Lambda|=\langle R|+\sum_\mu\lambda_\mu\langle\mu|.$$

The multipliers $\lambda$ solve $\langle\Lambda|[\bar H,\tau_\nu]|R\rangle=0$, that is, $\sum_\mu\lambda_\mu A_{\mu\nu}=-\langle R|[\bar H,\tau_\nu]|R\rangle$. Since the $\tau$ commute, the Jacobi identity gives $F_{\mu\nu}=F_{\nu\mu}$. $A$ is in general not symmetric.

## The response function

Apply $-d\,E(t)$ with $E(t)=E_0\cos\omega t$. Because $T$ commutes with $\dot T$, $e^{-T}i\hbar\partial_te^{T}|R\rangle=i\hbar\dot T|R\rangle$, and the Lagrangian is

$$L=\langle\Lambda|e^{-T}(H-dE)e^{T}|R\rangle-i\hbar\sum_\mu\lambda_\mu\dot t_\mu .$$

Its average over a period, $\{L\}$, is stationary with respect to periodic $t$ and $\lambda$. Hence only the explicit field dependence contributes to $d\{L\}/dE_0=-\{\langle d\rangle\cos\omega t\}$. The permanent dipole averages to zero, and the induced dipole $\alpha E_0\cos\omega t$ gives $-\alpha E_0/2$. Integration shows that the second-order part of $\{L\}$ is $-\alpha E_0^2/4$.

Now write $t\to t+\delta t$, $\lambda\to\lambda+\delta\lambda$ and use

$$e^{-\delta T}\bar He^{\delta T}=\bar H+[\bar H,\delta T]+\tfrac12[[\bar H,\delta T],\delta T]+\dots$$

The single commutator vanishes under $\langle\Lambda|$ by the multiplier equation, even for the second-order part of $\delta t$. The term $\lambda\cdot\delta\dot t$ averages to zero. To second order in the field there remain

$$\{\tfrac12\delta t\cdot F\delta t-E\,\eta\cdot\delta t\}+\{\delta\lambda\cdot(A\,\delta t-E\xi-i\hbar\,\delta\dot t)\}.$$

The last bracket is the first-order amplitude equation, so it vanishes and $\delta\lambda$ is not needed. Insert

$$\delta t=-\tfrac{E_0}{2}\big[t(\omega)e^{-i\omega t}+t(-\omega)e^{i\omega t}\big]$$

into $i\hbar\,\delta\dot t=A\,\delta t-E\xi$. The coefficient of $e^{-i\omega t}$ gives $-\hbar\omega\,t(\omega)=-A\,t(\omega)-\xi$ after removal of $E_0/2$, or

$$(A-\hbar\omega)\,t(\omega)=-\xi. \tag{4}$$

In the averages only products of opposite frequencies survive:

$$-\{E\,\eta\cdot\delta t\}=\tfrac{E_0^2}{4}\,\eta\cdot[t(\omega)+t(-\omega)],\qquad \{\tfrac12\delta t\cdot F\delta t\}=\tfrac{E_0^2}{4}\,t(\omega)\cdot F\,t(-\omega).$$

Comparison with $-\alpha E_0^2/4$ yields

$$\alpha(\omega)=-\eta\cdot[t(\omega)+t(-\omega)]-t(\omega)\cdot F\,t(-\omega). \tag{5}$$

## The recursion

Put $t(\omega)=\sum_n(\hbar\omega)^nC_n$ into (4). Order zero gives $AC_0=-\xi$; order $n$ gives $AC_n-C_{n-1}=0$. This is (1).

In $t(\omega)+t(-\omega)$ odd orders cancel and even orders double. The $F$ term at total order $N$ is $\sum_{n=0}^{N}(-1)^nC_n\cdot FC_{N-n}$. Replacing $n$ by $N-n$ and using $F=F^{T}$ multiplies it by $(-1)^N$, so it vanishes for odd $N$. Therefore $\alpha=\sum_ka_k(\hbar\omega)^{2k}$ with

$$a_k=-2\eta\cdot C_{2k}-\sum_{n=0}^{2k}(-1)^nC_n\cdot FC_{2k-n}. \tag{6}$$

For exact states with excitation frequencies $\omega_j$ and oscillator strengths $f_j$,

$$\alpha=\frac{e^2}{m_e}\sum_j\frac{f_j}{\omega_j^2-\omega^2}=\frac{e^2}{m_e}\sum_k\omega^{2k}\sum_jf_j\,\omega_j^{-2k-2}.$$

The inner sum is $S(-2k-2)$, so $S(-2k-2)=(m_e/e^2)\hbar^{2k}a_k$, which is (2). For truncated coupled cluster this relation defines the moments.

The terms $n$ and $2k-n$ in (6) are equal. Only $G_n=FC_n$ with $n\le K-1$ is then needed for $K$ moments, and the contractions can be accumulated while the vectors are produced:

```
solve amplitudes t, multipliers lambda; form xi, eta
a[0..K-1] = 0;  rhs = -xi
for m = 0 .. 2K-2:
    solve A C = rhs
    if m <= K-1:   G[m] = F C
    if m is even:  a[m/2] -= 2 eta.C
    for n = 0 .. min(m, 2K-2-m), n of same parity as m:
        g = 1 if n == m else 2
        a[(n+m)/2] -= g (-1)^n G[n].C
    rhs = C
```

## Poles and range of the series

Let $A$ be diagonalizable, with $AR_i=w_iR_i$ and $L_i\cdot R_j=\delta_{ij}$. Set $g_i=L_i\cdot\xi$, $F_{ij}=R_i\cdot FR_j$ and $x=\hbar\omega$. Then $t(\omega)=-\sum_iR_ig_i/(w_i-x)$. The $F$ term of (5) contains

$$\frac{1}{(w_i-x)(w_j+x)}=\frac{1}{w_i+w_j}\Big[\frac1{w_i-x}+\frac1{w_j+x}\Big],\qquad w_i+w_j\ne0.$$

Exchanging $i$ and $j$ in the second part and using $F_{ij}=F_{ji}$ gives

$$\alpha=\sum_ir_i\Big[\frac1{w_i-x}+\frac1{w_i+x}\Big]=\sum_i\frac{2w_ir_i}{w_i^2-(\hbar\omega)^2}, \tag{7}$$

$$r_i=g_i\Big[\eta\cdot R_i-\sum_j\frac{F_{ij}g_j}{w_i+w_j}\Big]=g_i\,[\eta+F\,t(-w_i/\hbar)]\cdot R_i .$$

Thus $\alpha$ is a rational function of $\omega^2$ with simple poles. With $N$ distinct active poles it is a ratio of polynomials of degrees at most $N-1$ and $N$. Series (3) converges for $\hbar|\omega|$ below the smallest $|w_i|$ with $r_i\neq0$. That limit also applies on the imaginary axis, although $\alpha(i\omega)$ is smooth there when the $w_i$ are real.

## Padé construction

Remove the dimensions with $\omega_s^2=S(-2)/S(-4)$, $y=\omega^2/\omega_s^2$ and $c_k=S(-2k-2)\,\omega_s^{2k}/S(-2)$. Then $\alpha(\omega)=\alpha(0)\sum_kc_ky^k$ with $c_0=c_1=1$. The approximant $[L/M]=P/Q$, with $q_0=1$, is fixed by $Q\sum_kc_ky^k-P=O(y^{L+M+1})$. The powers $y^{L+1},\dots,y^{L+M}$ give the denominator and the lower ones the numerator:

$$\sum_{j=0}^{M}q_jc_{L+i-j}=0\ \ (i=1,\dots,M),\qquad p_l=\sum_{j=0}^{\min(l,M)}q_jc_{l-j}, \tag{8}$$

where $c_k=0$ for $k<0$. For $[0/1]$, $q_1=-1$ and

$$\alpha\approx\frac{\alpha(0)}{1-\omega^2/\omega_s^2},$$

a single effective oscillator at $\omega_s$. For $[1/2]$ the conditions are $c_2+q_1+q_2=0$ and $c_3+q_1c_2+q_2=0$. Subtracting them,

$$q_1=-\frac{c_3-c_2}{c_2-1},\qquad q_2=-c_2-q_1,\qquad p_1=1+q_1. \tag{9}$$

## Bounds when all strengths are positive

Assume real $\omega_j$ and $f_j>0$, as for an exact ground state in a finite basis. CCSD for two electrons is such a case. With $u_j=1/\omega_j^2$, $z=\omega^2$ and weights $W_j=(e^2/m_e)f_ju_j>0$,

$$\alpha=\sum_j\frac{W_j}{1-zu_j},\qquad \sum_jW_ju_j^k=\frac{e^2}{m_e}S(-2k-2).$$

An $n$-point Gauss rule for these weights integrates polynomials in $u$ up to degree $2n-1$. Applied to $1/(1-zu)$ it gives a rational function of type $[n-1/n]$ with the correct first $2n$ Taylor coefficients, hence the Padé approximant. Let $\pi(u)$ be the polynomial whose zeros $v$ are the nodes. The function

$$h(u)=\frac{1-\pi(u)^2/\pi(1/z)^2}{1-zu}$$

is a polynomial of degree $2n-1$, because its numerator vanishes at $u=1/z$. It equals $1/(1-zu)$ at the nodes, so the rule returns $\sum_jW_jh(u_j)$, and

$$\alpha-[n-1/n]=\frac{1}{\pi(1/z)^2}\sum_j\frac{W_j\,\pi(u_j)^2}{1-zu_j}\ \ge0 \tag{10}$$

for every real $z<\omega_1^2$, with $\omega_1$ the first active pole; $z=0$ is understood as a limit.

Now take a fixed node at $u=0$ and $n$ free nodes, the zeros of the degree-$n$ polynomial $\tilde\pi$ that is orthogonal to all lower degrees under the weights $W_ju_j$. A polynomial of degree $2n$ differs from its interpolant at these $n+1$ nodes by $u\tilde\pi q$ with $q$ of degree below $n$, and $\sum_jW_ju_j\tilde\pi(u_j)q(u_j)=0$. The rule is therefore exact to degree $2n$ and gives an approximant of type $[n/n]$. The same argument with $u\tilde\pi(u)^2$ in place of $\pi(u)^2$ gives

$$\alpha-[n/n]=\frac{z}{\tilde\pi(1/z)^2}\sum_j\frac{W_j\,u_j\,\tilde\pi(u_j)^2}{1-zu_j}. \tag{11}$$

The sign is that of $z$. At imaginary frequency $[n-1/n]\le\alpha\le[n/n]$, so two approximants bracket the value. At real frequency below $\omega_1$ both lie below $\alpha$, and their agreement is an indication of convergence, not a bracket.

The nodes also locate the poles. For a node $v$, $p=\pi/(u-v)$ satisfies $(u-v)p=\pi$, which is orthogonal to all polynomials of degree below $n$. The nodes are thus eigenvalues of multiplication by $u$ projected on that space. The largest one cannot exceed $u_1=1/\omega_1^2$ and cannot decrease as the space grows. The lowest pole of $[n-1/n]$ therefore approaches $\omega_1$ from above.

For truncated coupled cluster nothing in the derivation enforces $w_ir_i>0$ or real $w_i$. The moments and (8) remain valid, but the bounds are then not guaranteed.

## Helium atom

The free He atom was treated with CCSD in the aug-cc-pVDZ basis. This equals full configuration interaction in that basis, but it still carries the error of the incomplete basis and omits relativity and nuclear motion. Nine moments took 17 solves. A test against an explicit sum over states found a largest relative deviation of about $10^{-14}$.

The static value is $\alpha(0)=2.2462\times10^{-41}\ \mathrm{C^2\,m^2/J}$, or 1.3623 atomic units. Without $F$ it would be 2.3038 in the same SI unit, 2.6% too large. Below, polarizabilities are in $10^{-41}\ \mathrm{C^2\,m^2/J}$. Six digits serve to compare approximants; they do not express the accuracy of the basis. In aug-cc-pVQZ with one further diffuse shell per angular momentum, $\alpha(0)$ rises by 1.7% to 2.284 and the first pole falls by 22%, from $4.16\times10^{16}$ to $3.24\times10^{16}$ rad/s. The value at real $\omega=3.0\times10^{16}$ rad/s nearly doubles, from 4.57 to about 8.9, whereas the value at $i\omega$ with $\omega=1.0\times10^{17}$ rad/s moves only from 0.3846 to 0.3843. The real-frequency numbers below therefore describe the small basis, not the atom.

From the first two moments,

$$\omega_s=\sqrt{\frac{7.97104\times10^{-34}\ \mathrm{s^2}}{4.41174\times10^{-67}\ \mathrm{s^4}}}=4.2506\times10^{16}\ \mathrm{rad/s}.$$

With $c_2=1.0405862$ and $c_3=1.0870327$, (9) gives

$$q_1=-\frac{0.0464465}{0.0405862}=-1.14439,\quad q_2=0.1038,\quad p_1=-0.14439.$$

**Real frequency.** At $\omega=3.0\times10^{16}$ rad/s, $y=0.498123$. The one-oscillator form gives $2.246193/0.501877=4.4756$, which is 2.2% below the sum over states, 4.574509. For $[1/2]$,

$$2.246193\times\frac{1-0.07193}{1-0.57005+0.02576}=4.5745 .$$

The nine-term Taylor sum is 4.561980, still 0.27% low, although $[1/2]$ used only four moments. This error is the omitted tail, which is bounded: $\sum_jW_j(zu_j)^9/(1-zu_j)\le(\omega/\omega_1)^{18}\alpha$. With $\omega_1=4.1579\times10^{16}$ rad/s the factor is $0.5206^9=0.0028$, so the error cannot exceed 0.28% of $\alpha$; the observed 0.27% lies just below this bound. The Padé denominator represents the nearby pole instead of summing its geometric series. The accuracy of $[1/2]$ here owes much to the small basis, in which one pole dominates and lies well above $\omega$. In the larger diffuse basis, at the same frequency, $[1/2]$ is 11% low, the nine-term sum is 18% low, and $[3/4]$ gives five correct digits.

**Imaginary frequency.** At $i\omega$ with $\omega=1.0\times10^{17}$ rad/s, $y=-5.534704$, and

$$[1/2]:\quad 2.246193\times\frac{1+0.79917}{1+6.33387+3.17985}=0.3844 .$$

Here $[1/2]=0.384380$ and $[2/2]=0.384834$ enclose the sum over states, 0.384608, in an interval of 0.12% of its value. The nine-term series gives $2.3\times10^{6}$: its terms eventually grow by $(\omega/\omega_1)^2=5.8$ each.

The lowest pole falls from $4.2506\times10^{16}$ rad/s for $[0/1]$ to $4.15797\times10^{16}$ for $[1/2]$, against $4.15791\times10^{16}$ from diagonalization in this basis. The basis has six distinct active poles, so by (10) $[5/6]$ would reproduce $\alpha$ in exact arithmetic.

At high imaginary frequency $\alpha(i\omega)\to(e^2/m_e)\sum_jf_j/\omega^2$, the response of free electrons. In a complete basis the sum equals the electron number, 2; here it is 2.022. The form $[n-1/n]$ has the correct power of $\omega$, whereas $[n/n]$ tends to a constant, the weight of the node at $u=0$. The latter is an upper bound but a poor estimate in that limit.

## A truncated case

Helium does not test truncation. A second case has four electrons on an open four-site chain, with hopping strengths 1.2, 0.8, 1.2, site energies 0, 0.3, −0.2, 0.1, on-site repulsion 2 and unit site spacing. All quantities are dimensionless, with $\hbar=1$ and unit charge. The reference fills the two lowest one-electron orbitals. The CCSD energy lies $6.2\times10^{-4}$ above the exact one, so the wave function is truly truncated.

The recursion gives $\alpha(0)=0.64225$, and the second derivative of finite-field CCSD energies at fixed orbitals agrees. For a dynamic test, the nonlinear equations for $t$ and $\lambda$ were propagated in real time after a weak pulse. The induced dipole is a convolution of the response with the field, so the ratio of their Laplace transforms at decay rate $\kappa$ is $\alpha(i\kappa)$. This road uses neither $F$ nor (1). At $\kappa=1$ it gives 0.556001, in agreement with (5) and with $[3/4]$. Omitting $F$ gives 0.6529, 17% above the propagated value.

In this model the Jacobian eigenvalues are real and no strength is negative beyond rounding. That is a finding for these parameters, not a property of truncated coupled cluster: on the same chain a strength $w_ir_i$ is negative at repulsion 4, and complex eigenvalues appear at repulsion 5.

## Cost

$AC$ is a directional derivative of the amplitude residual, and $FC$ one of the left-hand multiplier expression, so neither matrix need be stored. For CCSD each such product scales as the sixth power of system size, like an amplitude iteration.

$K$ moments need $2K-1$ solves, $K$ products with $F$ and storage for $K$ vectors $G_n$, besides solver workspace. $[n-1/n]$ needs $K=2n$, hence $4n-1$ solves; $[n/n]$ needs $4n+1$. Direct use of (5) takes two real solves per nonzero real frequency. At imaginary frequency one complex solve suffices, because $t(-i\omega)=t(i\omega)^*$. Counting iterative solves of similar cost, the recursion pays when many frequencies are wanted; for one or two frequencies (5) needs at most four real or two complex solves, against seven real solves for $[1/2]$.

## Stability and failure modes

**Solver thresholds.** Let each solve leave a residual $\rho_m$. The error in $C_n$ is $\sum_{m=0}^{n}A^{-(n-m+1)}\rho_m$. Along the lowest active eigenvector, $C_m$ scales as $w_1^{-m-1}$. When this component dominates the right-hand side, a residual of relative size $\epsilon$, measured against the right-hand side, adds a relative error of at most about $\epsilon$ per solve, or $(n+1)\epsilon$ in all, provided $|L_1||R_1|$ is near one; residuals in random directions give less. When the first pole is weak, the early solves add to that component a relative error larger by the ratio of the norm of the right-hand side to the component, and the high orders inherit it. Thresholds must be relative: a fixed absolute one loses meaning as the norms change with $n$.

**Inactive low states.** Rounding and solver residuals can introduce components along eigenvectors of other spin or spatial symmetry. If such an eigenvalue $w_i$ lies below $w_1$, the contamination grows as $(w_1/w_i)^n$ relative to the wanted part. By symmetry it reaches the moments only at second order, through the $F$ term. Projecting each $C_n$ on the dipole symmetry removes it.

**Number range.** In SI, $S(-18)=9.5\times10^{-300}\ \mathrm{s^{18}}$ for helium. The next moment would be near $10^{-333}$ and underflow to zero in double precision. Work with $A'=A/W$ and $F'=F/W$ for an energy unit $W$. Then $C_n'=W^{n+1}C_n$ and $a_k=W^{-2k-1}a_k'$; form the $c_k$ from the scaled values.

**Ill-conditioned denominators.** At large $k$ the lowest pole dominates and the moments become geometric. For helium $S(-18)/S(-16)=5.784\times10^{-34}\ \mathrm{s^2}$, already $1/\omega_1^2$ to the digits shown. The columns in (8) then become nearly parallel, and beyond the number of active poles the system is singular. Noise then fixes the extra coefficients. Raise $n$ only while the results still change by more than the moment errors allow.

**Spurious poles.** Compute the roots of $Q$. Under the positivity assumption those of $[n-1/n]$ are real, positive in $y$, and not below $\omega_1^2/\omega_s^2$. A root at negative $y$ puts a false pole on the imaginary frequency axis. Reject that approximant, lower $n$, and check one frequency with (5).

**Near and beyond the first pole.** Close to $\omega_1$, an error $\delta$ in the squared pole position produces a relative error of about $\delta/(\omega_1^2-\omega^2)$. When this is no longer small, solve (4) directly or compute the eigenvalue. Above $\omega_1$ the bounds no longer hold, and at the pole the undamped response diverges.

**Defective or complex spectra.** If $A$ is not diagonalizable, (7) can acquire higher-order poles; complex eigenvalues move poles off the positive real axis of $\omega^2$. Recursion (1) still works for nonsingular $A$, but the ground-state description should be examined before the polarizability is used.

The numerical output lists the nine helium moments and the helium approximants up to $[4/4]$.

## Values computed for the example and the checks

```
He, CCSD/aug-cc-pVDZ; alpha in 1e-41 C^2 m^2/J
orbitals 9, amplitudes 80, linear solves 17
CCSD energy = -1.25976938e-17 J
first dipole pole = 4.157907e+16 rad/s
distinct dipole poles = 6, sum of f = 2.02197
S(-2) = 7.9710442e-34 s^2
S(-4) = 4.4117371e-67 s^4
S(-6) = 2.5408680e-100 s^6
S(-8) = 1.4690652e-133 s^8
S(-10) = 8.4970860e-167 s^10
S(-12) = 4.9149342e-200 s^12
S(-14) = 2.8429404e-233 s^14
S(-16) = 1.6444404e-266 s^16
S(-18) = 9.5119282e-300 s^18
largest relative moment error vs states = 9.3e-15
alpha(0) = 2.246193 = 1.362338 atomic units
alpha(0) without F = 2.303825
omega_s = 4.250625e+16 rad/s
c_2 = 1.0405862, c_3 = 1.0870327 (dimensionless)
[1/2]: p_1 = -0.144392, q_1 = -1.144392, q_2 = 0.103805
real omega = 3.0e+16 rad/s, y = 0.498123
  sum over states 4.574509, 9-term series 4.561980
  [0/1] 4.475587  [1/1] 4.569163
  [1/2] 4.574492  [2/2] 4.574508
  [2/3] 4.574509  [3/3] 4.574509
  [3/4] 4.574509  [4/4] 4.574509
imaginary, omega = 1.0e+17 rad/s, y = -5.534704
  sum over states 0.384608, 2-term series -10.1858, 9-term 2.2853e+06
  [0/1] 0.343733  [1/1] 0.406957
  [1/2] 0.384380  [2/2] 0.384834
  [2/3] 0.384607  [3/3] 0.384609
  [3/4] 0.384608  [4/4] 0.384608
lowest pole of [0/1] = 4.250625e+16 rad/s
lowest pole of [1/2] = 4.157974e+16 rad/s
lowest pole of [2/3] = 4.157907e+16 rad/s
lowest pole of [3/4] = 4.157907e+16 rad/s
Four-site model, CCSD, dimensionless units
CCSD minus exact energy = 6.169e-04
alpha(0): recursion 0.6422500, finite field 0.6422500
alpha(i 1.0): response 0.5560015, time propagation 0.5560014
  Pade [3/4] 0.5560015, without F 0.6528999
smallest pole strength r = -4.875e-31, largest r = 3.710e-01
largest |Im w| of Jacobian = 0.0e+00
```
